# Distribution of the nth breakdown time for independent Poisson breakdowns

A low-k dielectric separates two combs of metal lines held at constant voltage and temperature. It can break down at many sites along the facing length, and a test or a circuit may tolerate the first few breakdowns. This problem finds the distribution of the time $T_n$ at which the $n$th site breaks.

Divide the dielectric into sites $i=1,\dots,m$. Site $i$ survives to time $t$ with probability $e^{-h_i(t)}$, where $h_i=c_i(t/\eta)^b$, $c_i>0$, $\sum_i c_i=1$ and $\eta,b>0$. The sum of the $h_i$ is

$$H(t)=\sum_i h_i(t)=\left(\frac{t}{\eta}\right)^b .$$

Sites fail independently, a broken site stays broken, and a breakdown leaves the stress on the other sites unchanged. The weights $c_i$ may differ, for instance because the spacing varies along the line, but they are the same for every sample.

## (a) The number of broken sites

**Show that the number of broken sites at time $t$ is nearly Poisson with mean $H$, and bound the error in the probability of at least $n$ breakdowns.**

**Solution.** Give each site an independent Poisson variable $X_i$ of mean $h_i$, and call the site broken if $X_i\ge1$. This reproduces the model at time $t$, because $P(X_i=0)=e^{-h_i}$ is the required survival probability. The number of broken sites $M$ counts the sites with $X_i\ge 1$. Compare it with $S=\sum_iX_i$.

The generating function of one variable is

$$\langle z^{X_i}\rangle=\sum_{k=0}^{\infty}e^{-h_i}\frac{(h_iz)^k}{k!}=e^{h_i(z-1)} .$$

For independent variables the generating functions multiply:

$$\langle z^{S}\rangle=\prod_ie^{h_i(z-1)}=e^{H(z-1)} .$$

This is the generating function of a Poisson variable of mean $H$, so $S$ has that distribution, however unequal the $h_i$ are.

Since $M\le S$, the event $M\ge n$ implies $S\ge n$. The two events can differ only if some site has $X_i\ge2$. Therefore

$$0\le P(S\ge n)-P(M\ge n)\le\sum_iP(X_i\ge2).$$

For one site, $P(X_i\ge2)=1-(1+h_i)e^{-h_i}$. This vanishes at $h_i=0$ and has derivative $h_ie^{-h_i}$, so

$$P(X_i\ge2)=\int_0^{h_i}ye^{-y}\,dy\le\frac{h_i^2}{2}.$$

The error is thus at most $\sum_ih_i^2/2$, which for equal sites is $H^2/(2m)$. It vanishes when the sites become many and individually unlikely to fail at fixed $H$. For $n=1$ there is no error, because $M\ge1$ and $S\ge1$ are the same event.

From here on, the number of breakdowns $N(t)$ is taken as Poisson with mean $H(t)$.

## (b) The nth breakdown

**Find $F_n(t)=P(T_n\le t)$.**

**Solution.** Broken sites stay broken, so $N(t)$ never decreases. The $n$th breakdown has happened by time $t$ if and only if at least $n$ sites are broken then:

$$\{T_n\le t\}=\{N(t)\ge n\}.$$

The complement is $N(t)=0,1,\dots,n-1$. These are $n$ mutually exclusive cases, so their probabilities add:

$$\boxed{F_n(t)=1-e^{-H}\sum_{k=0}^{n-1}\frac{H^k}{k!},\qquad H=\left(\frac t\eta\right)^b}$$

The "first $n$" Poisson probabilities include that of zero breakdowns. Extending the sum to $k=n$ would give $F_{n+1}$.

For $n=1$ this is the Weibull distribution $1-e^{-(t/\eta)^b}$. At $t=\eta$, where $H=1$, the first three values are

$$F_1=1-\frac1e\approx0.632,\qquad F_2=1-\frac2e\approx0.264,\qquad F_3=1-\frac{5}{2e}\approx0.080 .$$

So $\eta$ is the 63.2 % time of the first breakdown, not of the later ones.

A simulation tested the result without using the Poisson law. It drew Weibull failure times for 1000 equal sites in each of 20 000 samples and sorted them. For $n=1,2,3$ and $t/\eta=0.6,\,1,\,1.6$, the simulated fractions differed from $F_n$ by at most 0.0050. The standard sampling error of such a fraction is at most $\sqrt{0.25/20\,000}\approx0.0035$, so the difference is of the expected size.

## (c) Density, mean and quantiles

**Find the density of $T_n$, its mean, and the time at which a fraction $F$ of samples has had $n$ breakdowns.**

**Solution.** Write the survival probability as $R_n=1-F_n=e^{-H}\sum_{k=0}^{n-1}H^k/k!$. The product rule gives

$$\frac{dR_n}{dH}=e^{-H}\left[\sum_{k=1}^{n-1}\frac{H^{k-1}}{(k-1)!}-\sum_{k=0}^{n-1}\frac{H^k}{k!}\right].$$

The first sum, renumbered, runs over $H^j/j!$ with $j=0,\dots,n-2$. It cancels all but the last term of the second sum:

$$\frac{dR_n}{dH}=-\frac{H^{n-1}e^{-H}}{(n-1)!}.$$

Since $dH/dt=bH/t$, the density is

$$f_n(t)=-\frac{dR_n}{dH}\frac{dH}{dt}=\frac bt\,\frac{H^ne^{-H}}{(n-1)!}.$$

Integrating over $H$ from zero, where $F_n=0$, gives an equivalent form:

$$F_n=\frac1{(n-1)!}\int_0^Hy^{n-1}e^{-y}\,dy .$$

It shows that $F_n$ rises steadily from 0 to 1, and that $y=H(T_n)$ has a gamma distribution. With $T_n=\eta y^{1/b}$ the mean time is

$$\langle T_n\rangle=\frac{\eta}{(n-1)!}\int_0^\infty y^{n-1+1/b}e^{-y}\,dy=\eta\,\frac{\Gamma(n+1/b)}{\Gamma(n)} .$$

Let $g_n(F)$ be the value of $H$ at which $F_n=F$. Solving $(t/\eta)^b=g_n$ gives the quantile

$$t_n(F)=\eta\,[g_n(F)]^{1/b}.$$

For $n=1$, $g_1=-\ln(1-F)$. For $n=2$, the condition $(1+H)e^{-(1+H)}=(1-F)/e$ gives $g_2=-1-W_{-1}[-(1-F)/e]$, with $W_{-1}$ the lower branch of the Lambert function. In practice the root for $n\ge2$ is found numerically.

## (d) Early times, late times and the Weibull plot

**Find the early form of $F_n$ and the slope of $\ln[-\ln(1-F_n)]$ against $\ln t$.**

**Solution.** For $H\ll1$, put $e^{-y}=1-y+O(y^2)$ into the integral:

$$F_n=\frac1{(n-1)!}\left[\frac{H^n}{n}-\frac{H^{n+1}}{n+1}+O(H^{n+2})\right]
=\frac{H^n}{n!}\left[1-\frac{nH}{n+1}+O(H^2)\right].$$

To leading order $H=(n!F)^{1/n}$, so

$$t_n(F)\approx\eta\,(n!F)^{1/(nb)} .$$

For the slope, define $Q_n=\sum_{k=0}^{n-1}H^k/k!$, so that $R_n=e^{-H}Q_n$ and $-\ln R_n=H-\ln Q_n$. By the chain rule,

$$\beta_n=\frac{d\ln(-\ln R_n)}{d\ln t}=\frac{t f_n}{R_n(-\ln R_n)}
=\frac{bH^n}{(n-1)!\,Q_n\,(H-\ln Q_n)} .$$

At early times $Q_n\to1$ and $H-\ln Q_n=-\ln(1-F_n)\approx F_n\approx H^n/n!$. Hence $\beta_n\to b\,n!/(n-1)!=nb$.

At late times $Q_n\approx H^{n-1}/(n-1)!$, and $\ln Q_n$ grows only logarithmically, so $H-\ln Q_n\approx H$. Hence $\beta_n\to b$.

For $n=1$, $Q_1=1$ and the slope is $b$ at all times. For $n\ge2$ it goes from $nb$ to $b$, so the plot is curved, and a straight line fitted to its middle misjudges the early failures.

The early slope has a simple meaning: $n$ independent events must all occur early, and each contributes a factor proportional to $t^b$.

## (e) A longer line

**How do the results change if the facing length is multiplied by $r$, with the same stress and the same statistics per unit length?**

**Solution.** Independent segments have independent Poisson counts. By the product of generating functions in (a), their sum is Poisson with the sum of the means, so $H$ becomes

$$rH=r\left(\frac t\eta\right)^b=\left(\frac{t}{\eta\,r^{-1/b}}\right)^b .$$

The change is equivalent to replacing $\eta$ by $\eta r^{-1/b}$. At a fixed failure fraction, every $t_n$ therefore shrinks by the same factor $r^{-1/b}$, and the ratio

$$\frac{t_n(F)}{t_1(F)}=\left[\frac{g_n(F)}{g_1(F)}\right]^{1/b}$$

does not depend on length. At a fixed time the orders behave differently. As long as $rH\ll1$, $F_n\approx(rH)^n/n!$ grows as $r^n$.

## (f) The second breakdown after the first

**Recover $F_2$ by conditioning on the time $s$ of the first breakdown. Then let the voltage fall at $s$, so that wear proceeds at a pace $a<1$ afterwards.**

**Solution.** Given a first breakdown at $s$, the remaining sites all survive from $s$ to $t$ with probability $e^{-[H(t)-H(s)]}$. The share of the one broken site is negligible when sites are many. Averaging over $s$ with $f_1(s)\,ds=e^{-y}dy$, $y=H(s)$, gives

$$F_2=\int_0^He^{-y}\left[1-e^{-(H-y)}\right]dy=\int_0^H\left(e^{-y}-e^{-H}\right)dy=1-e^{-H}-He^{-H},$$

in agreement with (b).

If the voltage falls at $s$, assume that the wear already accumulated is kept and that the clock of every site then runs $a$ times as fast. The equivalent age at $t$ is $s+a(t-s)$. With $x=s/t=(y/H)^{1/b}$, the mean count $H$ in the exponent is replaced by

$$H_a(y)=H\,[x+a(1-x)]^b,\qquad F_2^{(a)}=\int_0^He^{-y}\left[1-e^{-(H_a-y)}\right]dy .$$

For $a=1$ this is $F_2$. For $a=0$, $H_a=Hx^b=y$ and no second breakdown follows. For $b=1$, $H_a-y=a(H-y)$, so at early times $F_2^{(a)}\approx a\int_0^H(H-y)\,dy=aH^2/2$: the second-breakdown probability is multiplied by $a$.

## (g) A worked example

**A comb has 35 nm spacing and 0.1 m facing length, and is stressed at 14 V and 125 °C. Take $\eta=100$ h and $b=1.2$. Find the times to 0.1 % failure for $n=1,2,3$, and the effect of a tenfold length.**

**Solution.** The field is $14\ \text{V}/35\ \text{nm}=0.40$ V/nm, or 4.0 MV/cm. For $n=1$, $g_1=-\ln(0.999)=0.00100$ and

$$t_1=100\ \text{h}\times(0.00100)^{1/1.2}=0.316\ \text{h}.$$

For $n=2$, the equation $1-e^{-H}(1+H)=0.001$ has the root $H=0.0454$, and for $n=3$ the root is $H=0.1905$. Hence

$$t_2=100\ \text{h}\times(0.0454)^{1/1.2}=7.60\ \text{h},\qquad t_3=100\ \text{h}\times(0.1905)^{1/1.2}=25.1\ \text{h}.$$

The early formula of (d) gives $100\times(0.002)^{1/2.4}=7.51$ h and $100\times(0.006)^{1/3.6}=24.1$ h, low by about 1 % and 4 %. Note that the exponent is $1/(nb)$, not $1/b$.

Tolerating one breakdown multiplies the time to 0.1 % failure by $7.60/0.316\approx24$. The median grows far less, from 73.7 h to 154 h, a factor of 2.1. The gain is large in the early tail because two rare events are needed there. At 7.60 h, 4.4 % of the combs have had at least one breakdown and 0.1 % at least two.

The local Weibull slopes at 0.1 % are 1.200, 2.365 and 3.432. The last two are already below their early limits of 2.4 and 3.6.

For a comb ten times as long, all times are multiplied by $10^{-1/1.2}=0.147$. The times to 0.1 % become 0.046 h, 1.12 h and 3.69 h, with the same gain of 24. If the time is instead held at 7.60 h, $H$ rises to 0.454 and $F_2$ from 0.1 % to 7.7 %. That is a factor of 77 rather than the early-time $10^2$, because $H$ is no longer very small.

## (h) What a real comb changes

**Estimate how far departures from the assumptions move these numbers.**

**Solution.** Spacings of tens of nanometres, fields of a few MV/cm and temperatures above 100 °C are typical of accelerated tests on copper/low-k lines, and a Weibull slope near one is a reasonable rough value. The 4 MV/cm is a stress condition, well above the field in normal use, so the times above are not product lifetimes. The estimates below keep the original length, and each compares failure fractions at the times $t_n$ found in (g).

*Spacing differences between samples.* Suppose that lifetime varies as $e^{-\gamma E}$ with $\gamma=4$ cm/MV, a rough value. Then $H\propto e^{b\gamma E}$. Since $E=V/d$ for spacing $d$, a standard deviation $\sigma_d=1$ nm between samples gives $\ln H$ the standard deviation

$$\sigma\approx b\gamma E\,\frac{\sigma_d}{d}=1.2\times4\times4.0\times\frac1{35}=0.55 .$$

For normally distributed $\ln H$ with a fixed median, the early $F_n\propto H^n$ is multiplied by $\langle e^{n\sigma Z}\rangle=e^{n^2\sigma^2/2}$, where $Z$ is a standard normal variable. This gives 1.16, 1.8 and 3.9 for $n=1,2,3$. Averaging the full $F_n$ over normally distributed spacing gives 1.19, 1.89 and 3.48. Breakdowns now cluster in the narrow-spaced samples, and at these early times the formula in (b) is too optimistic, increasingly so for larger $n$. Well beyond the median time the effect reverses, and the spread lowers $F_n$.

*Triggered neighbours.* Let each breakdown immediately cause another nearby with probability $q$. A sample with one primary breakdown then reaches two with probability $q$, which adds $qHe^{-H}$ to $F_2$. At $t_2$ this doubles $F_2$ when

$$q=\frac{0.001}{0.0454\,e^{-0.0454}}=2.3\ \% .$$

A weak correlation thus doubles the failure fraction at a fixed time, but it removes only part of the gain in time. With this $q$, the equation $1-e^{-H}(1+H)+qHe^{-H}=0.001$ has the root $H\approx0.028$, so the time to 0.1 % failure falls from 7.6 h to 5.0 h, and the gain over $t_1$ from 24 to about 16.

*Voltage lost after the first breakdown.* A leakage current of 100 µA through a shared resistance of 1 kΩ takes 0.1 V from the comb and lowers the field by 0.029 MV/cm. The pace of wear becomes $a=e^{-4\times0.029}=0.89$, and the integral in (f) multiplies $F_2$ by 0.88. At 1 mA the drop is 1 V, $a=0.32$, and $F_2$ is multiplied by 0.30. Both factors are close to $a$, as the early $b=1$ result suggests, and slightly below it. This estimate counts only the loss of field and ignores heating. The breakdown path dissipates about 1.4 mW at 100 µA and 13 mW at 1 mA in a region tens of nanometres across. For lines of about 35 nm by 70 nm cross-section, a rough estimate of conduction along the copper gives a local rise of a few hundred kelvin within about a micrometre of the spot at 100 µA, and far more than the line could survive at 1 mA. With an activation energy of 0.8 eV, a rise of 50 K already speeds wear about 13-fold, so in a real comb currents of this size may well trigger neighbouring sites or turn the breakdown hard rather than protect the rest of the dielectric.

The first breakdown can be hard, leaving a path of low resistance. If it shorts the supply or ends the test, the later breakdowns have no practical meaning. The gain of 24 therefore requires, among other things, that the stress is maintained and the leakage is tolerated.

*Sites broken from the start.* An independent Poisson number of initial defects, with mean 0.001 per comb, adds 0.001 to $H$. This doubles $F_1$ at $t_1$ but raises $F_2$ at $t_2$ by only 4 %, since a defect must be joined by a second event.

*Smaller effects.* With one site per 35 nm of length there are $2.9\times10^6$ sites. If they are equal, the bound in (a) puts the error of $F_2$ below $4\times10^{-7}$ of its value. With an activation energy of 0.8 eV, again a rough value, a comb 1 K hotter has all its times shortened by 5.7 %.

For these parameters, the Poisson approximation for the number of sites is harmless. For the second and later breakdowns, the assumptions that matter most among those examined are that samples are alike, that breakdowns do not trigger one another, and that the stress survives the first event. The slope $b$ must also be known well: the gain $t_2/t_1$ at 0.1 % failure is 24 for $b=1.2$, but 45 for $b=1$ and 13 for $b=1.5$.

## Table of computed values

```
Spacing 35 nm, voltage 14 V
Field: 4.00 MV/cm; temperature: 125 C
Length 0.1 m, eta 100 h, slope b 1.2
Target failure fraction: 0.1 %
Simulation: 20000 samples of 1000 sites
Largest deviation of simulated F_n: 0.0050
n=1: mean count H at target: 0.00100
n=1: time to target: 0.316 h
n=1: early-time estimate of it: 0.316 h
n=1: median 73.7 h, mean 94.1 h
n=1: Weibull slope at target: 1.200
n=2: mean count H at target: 0.04540
n=2: time to target: 7.601 h
n=2: early-time estimate of it: 0.563 h
n=2: median 154.0 h, mean 172.5 h
n=2: Weibull slope at target: 2.365
n=3: mean count H at target: 0.19053
n=3: time to target: 25.117 h
n=3: early-time estimate of it: 1.408 h
n=3: median 227.0 h, mean 244.3 h
n=3: Weibull slope at target: 3.432
Gain t_2/t_1: 24.03; t_3/t_1: 79.40
F_1 at the n=2 target time: 4.44 %
Length x10: all times multiplied by 0.1468
Length x10, n=1: time to target 0.0464 h
Length x10, n=2: time to target 1.1157 h
Length x10, n=3: time to target 3.6867 h
Length x10: F_2 at old n=2 time: 7.66 %
Field acceleration: 4.0 cm/MV
Spacing sigma between samples: 1.0 nm
Resulting sigma of ln H: 0.549
Spacing spread: F_1 multiplied by 1.19
Spacing spread: F_2 multiplied by 1.89
Spacing spread: F_3 multiplied by 3.48
Trigger probability that doubles F_2: 2.30 %
Shared series resistance: 1000 ohm
Leakage 100 uA: drop 0.1 V, wear pace x0.892
Leakage 100 uA: F_2 multiplied by 0.885
Leakage 1000 uA: drop 1.0 V, wear pace x0.319
Leakage 1000 uA: F_2 multiplied by 0.297
Initial defects per comb: 0.0010
Initial defects: F_1 multiplied by 1.999
Initial defects: F_2 multiplied by 1.044
Sites of one spacing in length: 2.86e+06
Finite sites: relative error of F_2 below 3.6e-07
Activation energy: 0.8 eV
1 K hotter: all times change by -5.7 %
```
